# A vibrational Feshbach resonance model of electron attachment to methyl iodide: a numerical check

```python
"""Vibrational Feshbach resonance in dissociative electron attachment.

Result under test: dipole plus polarization attraction holds an electron level
just below the v=1 stretch threshold; weakly coupled to a dissociating anion
state it gives a sharp attachment peak, which vanishes when either attraction
is removed. Strong direct capture lowers the contrast of the peak.

Symbols (atomic units inside the program):
  e       electron energy measured from the v=0 level
  lam     lowest eigenvalue of L^2 - 2 mu cos(theta); nu = sqrt(lam + 1/4)
  u, up   radial electron function and its r-derivative at the core radius
  M       short-range matrix, u = M up; its imaginary part is dissociation
  gamma2  squared surface amplitude of the valence anion state
  P       attachment probability in the lowest dipole angular mode
Model: fixed axis, harmonic stretch, linear repulsive anion curve.
"""
import numpy as np
import scipy.constants as sc
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import hankel1, airy, jv, gamma as gamma_function

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
MEV = 1e-3 / HARTREE_EV
BOHR = sc.physical_constants["Bohr radius"][0]
ANG = 1e-10 / BOHR
DEBYE = (1e-21 / sc.c) / (sc.e * BOHR)

# Inputs: rough molecular values, then free model choices
quantum_mev, dipole_debye, polar_ang3, mass_u = 66.0, 1.6, 7.5, 13.0
core_ang, gap_ev, slope_ev_ang, gamma2_per_nm = 1.30, 0.55, 2.5, 0.055
strong_gap_ev, strong_gamma2_per_nm = 0.45, 0.04
omega = quantum_mev * MEV
mu = dipole_debye * DEBYE
alpha = polar_ang3 * ANG**3
mass = mass_u * sc.atomic_mass / sc.m_e
core = core_ang * ANG
gap = gap_ev / HARTREE_EV
slope = slope_ev_ang / HARTREE_EV / ANG
gamma2 = gamma2_per_nm / (10 * ANG)


def angular_eigenvalue(dipole):
    l = np.arange(14.0)
    off = -2 * dipole * (l[:-1] + 1) / np.sqrt((2*l[:-1] + 1) * (2*l[:-1] + 3))
    return eigh_tridiagonal(l * (l + 1), off, eigvals_only=True)[0]


def angular_eigenvalue_grid(dipole, n=1500):
    h = 2.0 / n
    c = -1 + h * (np.arange(n) + 0.5)
    face = 1 - (-1 + h * np.arange(n + 1))**2
    diag = (face[:-1] + face[1:]) / h**2 - 2 * dipole * c
    return eigh_tridiagonal(diag, -face[1:-1] / h**2, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def wall_energy(lam, pol, r0, n=6000, r_max=1e5):
    """Lowest energy outside a hard core, by diagonalization on a log grid."""
    h = np.log(r_max / r0) / n
    r = r0 * np.exp(h * np.arange(1, n))
    diag = (2 / h**2 + lam + 0.25 - pol / r**2) / (2 * r**2)
    off = -1 / (2 * h**2 * r[:-1] * r[1:])
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def shallow_binding(lam, pol, r0):
    nu, x0 = np.sqrt(lam + 0.25), np.sqrt(pol) / r0
    ratio = jv(nu, x0) / jv(-nu, x0)
    ratio *= (gamma_function(1 + nu) / gamma_function(1 - nu))**2
    return 0.5 * (4 / np.sqrt(pol) * ratio**(1 / (2 * nu)))**2


def outgoing(k2, lam, pol, r0, n=4000, r_max=600.0):
    """Outgoing or decaying solution: u, up at r0 and integral of |u|^2."""
    k2 = np.asarray(k2, dtype=complex)
    k = np.where(k2.real > 0, np.sqrt(k2), 1j * np.sqrt(-k2))
    nu = np.sqrt(lam + 0.25)
    h = np.log(r_max / r0) / n
    r = r_max * np.exp(-h * np.arange(n + 3))
    static, r_sq = nu**2 - pol / r**2, r**2
    old, now = hankel1(nu, k * r[0]), hankel1(nu, k * r[1])
    f_old = 1 - h*h/12 * (static[0] - k2 * r_sq[0])
    f_now = 1 - h*h/12 * (static[1] - k2 * r_sq[1])
    norm = h * r_sq[1] * np.abs(now)**2
    tail = []
    for i in range(2, n + 3):
        f_new = 1 - h*h/12 * (static[i] - k2 * r_sq[i])
        new = ((12 - 10 * f_now) * now - f_old * old) / f_new
        old, now, f_old, f_now = now, new, f_now, f_new
        if i <= n:
            norm = norm + h * r_sq[i] * np.abs(now)**2
        if i >= n - 2:
            tail.append(now)
    dz = (-tail[0] + 8*tail[1] - 8*tail[3] + tail[4]) / (12 * h)
    w = tail[2]
    return np.sqrt(r0) * w, (w / 2 + dz) / np.sqrt(r0), norm


def oscillator(x, count):
    s = np.sqrt(mass * omega) * x
    states = [(mass * omega / np.pi)**0.25 * np.exp(-s**2 / 2)]
    states.append(np.sqrt(2) * s * states[0])
    for v in range(2, count):
        states.append(np.sqrt(2 / v) * s * states[-1]
                      - np.sqrt((v - 1) / v) * states[-2])
    return np.array(states[:count])


X = np.linspace(-0.8, 0.8, 401)
PHI = oscillator(X, 4)


def anion_green(e, anion_gap=gap):
    """<v|(H_anion - E - i0)^-1|v'> for v, v' = 0..3, from Airy functions."""
    b = (2 * mass * slope)**(1 / 3)
    y = b * ((anion_gap - omega / 2 - e) / slope - X) + 0j
    ai, _, bi, _ = airy(y)
    left, right = PHI * ai, PHI * (bi + 1j * ai)
    inner = np.cumsum(left, axis=1) - left / 2
    half = inner @ right.T
    return 2 * mass * np.pi / b * (half + half.T) * (X[1] - X[0])**2


def attachment(e, green, lam, pol, r0, g2, channels=2):
    """Attachment probability below the v=1 threshold."""
    k2 = 2 * (e[None, :] - omega * np.arange(channels)[:, None])
    u, up, _ = outgoing(k2, lam, pol, r0)
    u, up = u.T, up.T
    m = 0.5 * g2 * green[:, :channels, :channels]
    matrix = -m * up[:, None, :]
    idx = np.arange(channels)
    matrix[:, idx, idx] += u
    source = -m[:, :, 0] * np.conj(up[:, :1])
    source[:, 0] += np.conj(u[:, 0])
    s = np.linalg.solve(matrix, source[:, :, None])[:, 0, 0]
    return 1 - np.abs(s)**2


def level(lam, pol, r0, g2):
    """Binding below v=1 with the real short-range boundary; None if unbound."""
    phase = 1j * np.exp(1j * np.pi * np.sqrt(lam + 0.25) / 2)
    grid = np.geomspace(1e-3, 50, 150) * MEV
    for _ in range(3):
        u, up, _ = outgoing(-2 * grid, lam, pol, r0)
        m11 = np.zeros(len(grid))
        if g2 > 0:
            m11 = np.array([0.5 * g2 * anion_green(omega - b)[1, 1].real
                            for b in grid])
        f = (phase * (u - m11 * up)).real
        cross = np.where(f[:-1] * f[1:] < 0)[0]
        if len(cross) == 0:
            return None
        i = cross[0]
        root = grid[i] - f[i] * (grid[i+1] - grid[i]) / (f[i+1] - f[i])
        grid = np.linspace(grid[i], grid[i+1], 30)
    return root


def resonance(lam, g2):
    """Uncoupled level, width formula, and the true complex pole."""
    e_level = omega - level(lam, alpha, core, g2)
    thresholds = np.array([0.0, omega])
    u, up, norm = outgoing(2 * (e_level - thresholds), lam, alpha, core)
    m = 0.5 * g2 * anion_green(e_level)
    m_eff = m[1, 1] + m[0, 1]**2 / (u[0] / up[0] - m[0, 0])
    width = abs(up[1])**2 / norm[1] * m_eff.imag

    def determinant(e):
        a, ap, _ = outgoing(2 * (e - thresholds), lam, alpha, core)
        q = 0.5 * g2 * anion_green(e)
        return ((a[0] - q[0, 0]*ap[0]) * (a[1] - q[1, 1]*ap[1])
                - q[0, 1]**2 * ap[0] * ap[1])

    e0, e1 = e_level - 0.5j * width, e_level - 0.45j * width
    d0, d1 = determinant(e0), determinant(e1)
    for _ in range(25):
        e2 = e1 - d1 * (e1 - e0) / (d1 - d0)
        e0, d0, e1 = e1, d1, e2
        if abs(e1 - e0) < 1e-5 * MEV:
            break
        d1 = determinant(e1)
    assert abs(e1 - e0) < 1e-5 * MEV
    return e_level, width, e1


def nuclear_current(e, lam):
    """Finite-difference electron and nuclear equations: current of separating
    fragments divided by the incoming electron current."""
    dx = 0.002
    x = np.arange(-0.8, 2.0 + dx / 2, dx)
    phi = oscillator(x, 2)
    absorber = 0.04 * (np.clip(x - 0.8, 0, None) / 1.2)**2
    c = 1 / (2 * mass * dx**2)
    banded = np.full((3, len(x)), -c, dtype=complex)
    banded[1] = 2*c + gap - slope*x - 1j*absorber - (omega/2 + e)
    response = solve_banded((1, 1), banded, 0.5 * np.sqrt(gamma2) * phi.T + 0j)
    surface = np.sqrt(gamma2) * dx * phi @ response

    n, r_max = 2000, 200.0
    h = np.log(r_max / core) / n
    r = core * np.exp(h * np.arange(n + 1))
    nu = np.sqrt(lam + 0.25)
    rhs = np.zeros(2 * (n + 1), dtype=complex)
    blocks = []
    for v in range(2):
        k2 = 2 * (e - v * omega)
        k = np.sqrt(k2 + 0j)
        q = nu**2 - alpha / r**2 - k2 * r**2
        ones = np.ones(n, dtype=complex) / h**2
        t = sp.diags([ones, -2/h**2 - q + 0j, ones], [-1, 0, 1]).tolil()
        t[0, 0], t[0, 1] = np.sqrt(core), 0
        end = hankel1(nu, k * r[-2:])
        t[n, n], t[n, n - 1] = 1, -end[1] / end[0]
        if v == 0:
            rhs[n] = np.conj(end[1]) - end[1] / end[0] * np.conj(end[0])
        blocks.append(t)
    system = sp.block_diag(blocks).tolil()
    weights = np.array([0.5 - 1.5/h, 2/h, -0.5/h]) / np.sqrt(core)
    for v in range(2):
        for other in range(2):
            for j in range(3):
                row, col = v * (n + 1), other * (n + 1) + j
                system[row, col] = (system[row, col]
                                    - surface[v, other] * weights[j])
    w = spsolve(system.tocsc(), rhs).reshape(2, n + 1)
    chi = response @ (w[:, :3] @ weights)
    i = int(np.argmin(abs(x - 0.75)))
    current = (np.conj(chi[i]) * chi[i + 1]).imag / (mass * dx)
    return current / (2 / np.pi)


# Angular problem and critical dipole
lam = angular_eigenvalue(mu)
assert abs(lam - angular_eigenvalue_grid(mu)) < 1e-4
nu = np.sqrt(lam + 0.25)
mu_critical = brentq(lambda d: angular_eigenvalue(d) + 0.25, 0.3, 1.0)

# Hard-core levels: diagonalization against integration and Bessel formulas
wall = -wall_energy(lam, alpha, core)
wall_integrated = level(lam, alpha, core, 0.0)
assert wall > 0 and abs(wall_integrated / wall - 1) < 0.01
assert wall_energy(lam, 0.0, core) > 0
assert wall_energy(0.0, alpha, core) > 0
bessel_zero = brentq(lambda s: jv(nu, s), 2.0, 3.5)
core_critical = np.sqrt(alpha) / bessel_zero
assert wall_energy(lam, alpha, core_critical / 1.1) < -1e-9
assert wall_energy(lam, alpha, core_critical * 1.1) > 0
shallow_core = 1.38 * ANG
shallow_exact = -wall_energy(lam, alpha, shallow_core)
assert abs(shallow_binding(lam, alpha, shallow_core) / shallow_exact - 1) < 0.05

# Attachment curve
e_mev = np.arange(45.0, quantum_mev - 0.005, 0.02)
energy = e_mev * MEV
green = np.array([anion_green(e) for e in energy])
prob = attachment(energy, green, lam, alpha, core, gamma2)
top = int(np.argmax(prob))
at50 = int(np.argmin(abs(e_mev - 50)))
assert 0 < top < len(prob) - 2
assert prob[top] > 3 * prob[at50]
above_half = np.where(prob > prob[top] / 2)[0]
fwhm = e_mev[above_half[-1]] - e_mev[above_half[0]]
cross_section = np.pi / (2 * energy) * prob / (10 * ANG)**2

# The attachment probability must equal the current of separating fragments
direct = []
for i in (at50, top, int(np.argmin(abs(e_mev - 63)))):
    direct.append(nuclear_current(energy[i], lam))
    assert abs(direct[-1] - prob[i]) < 0.02 * prob[i] + 1e-3

# Width formula is a narrow-level result: test it at weak coupling
_, weak_width, weak_pole = resonance(lam, gamma2 / 10)
assert abs(weak_width / (-2 * weak_pole.imag) - 1) < 0.03
e_level, width, pole = resonance(lam, gamma2)

# Interference zero and Fano parameter
u1, up1, _ = outgoing(2 * (energy - omega), lam, alpha, core)
M = 0.5 * gamma2 * green
g0 = np.sqrt(M[:, 0, 0].imag)
g1 = M[:, 0, 1].imag / g0
zeta1 = (u1 / up1).real
numerator = g0 * (zeta1 - M[:, 1, 1].real) + g1 * M[:, 0, 1].real
zero = int(np.argmin(abs(numerator)))
dip = top + int(np.argmin(prob[top:]))
assert abs(e_mev[zero] - e_mev[dip]) < 0.1
assert prob[dip] < 1e-2 * prob[top]
fano_q = M[top, 0, 1].real / (g0[top] * g1[top])

# Stronger direct capture: anion curve closer to the neutral minimum
strong_gamma2 = strong_gamma2_per_nm / (10 * ANG)
green_strong = np.array([anion_green(e, strong_gap_ev / HARTREE_EV)
                         for e in energy])
p_strong = attachment(energy, green_strong, lam, alpha, core, strong_gamma2)
top_strong = int(np.argmax(p_strong))
element = green_strong[top_strong, 0, 1]
q_strong = element.real / element.imag
contrast, contrast_strong = prob[top] / prob[at50], p_strong.max() / p_strong[at50]
assert contrast_strong < contrast
assert abs(q_strong) < abs(fano_q)

# Remove parts of the long-range attraction, keeping M unchanged
cases = {"polarization only": (0.0, alpha), "dipole only": (lam, 0.0),
         "neither": (0.0, 0.0)}
removed = {}
for name, (lam_case, pol_case) in cases.items():
    assert level(lam_case, pol_case, core, gamma2) is None
    p = attachment(energy, green, lam_case, pol_case, core, gamma2)
    assert np.argmax(p) >= len(p) - 2
    removed[name] = (p[top], p[-1])

# Sizes of neglected effects
p4 = attachment(energy, green, lam, alpha, core, gamma2, channels=4)
lam_shift = angular_eigenvalue((dipole_debye + 0.02) * DEBYE)
p_dipole = attachment(energy, green, lam_shift, alpha, core, gamma2)
core_peaks = []
for radius in (1.25, 1.35):
    p = attachment(energy, green, lam, alpha, radius * ANG, gamma2)
    core_peaks.append((radius, e_mev[np.argmax(p)]))
thermal = sc.k * 300 / sc.e * 1e3
bond_ang = 2.1
rotation = 1 / (2 * mass * (bond_ang * ANG)**2) / MEV
j_typical = np.sqrt(thermal / (2 * rotation))

print(f"stretch quantum (rough input): {quantum_mev:.0f} meV")
print(f"dipole (rough input): {dipole_debye:.1f} D = {mu:.4f} au")
print(f"polarizability (rough input): {polar_ang3:.1f} A^3 = {alpha:.2f} au")
print(f"reduced mass (rough input): {mass_u:.0f} u")
print(f"core radius (model): {core_ang:.2f} A = {core:.4f} bohr")
print(f"anion gap at equilibrium (model): {gap_ev:.2f} eV")
print(f"anion slope magnitude (model): {slope_ev_ang:.1f} eV/A")
print(f"gamma^2 (model): {gamma2_per_nm:.3f} 1/nm = {gamma2:.6f} 1/bohr")
print(f"critical dipole: {mu_critical / DEBYE:.4f} D")
print(f"Lambda: {lam:.5f}; nu: {nu:.5f} (dimensionless)")
print(f"first zero of J_nu: {bessel_zero:.4f} (dimensionless)")
print(f"sqrt(alpha)/core radius: {np.sqrt(alpha)/core:.4f} (dimensionless)")
print(f"largest binding core radius: {core_critical / ANG:.4f} A")
print(f"hard-core binding, diagonalized: {wall / MEV:.3f} meV")
print(f"hard-core binding, shallow formula: "
      f"{shallow_binding(lam, alpha, core) / MEV:.3f} meV")
print(f"core 1.38 A: binding {shallow_exact / MEV:.5f} meV, formula "
      f"{shallow_binding(lam, alpha, shallow_core) / MEV:.5f} meV")
print(f"level with Re M11, below v=1: {(omega - e_level) / MEV:.3f} meV")
for a, b in ((0, 0), (0, 1), (1, 1)):
    value = M[top, a, b]
    print(f"M{a}{b} at peak: {value.real:.5f} + {value.imag:.5f} i bohr")
print(f"attachment peak energy: {e_mev[top]:.2f} meV")
print(f"peak below threshold: {quantum_mev - e_mev[top]:.2f} meV")
print(f"full width at half maximum of P: {fwhm:.2f} meV")
print(f"P at peak: {prob[top]:.4f}; at 50 meV: {prob[at50]:.4f}")
print(f"contrast, peak to 50 meV: {contrast:.2f} (dimensionless)")
print(f"cross section at peak: {cross_section[top]:.4f} nm^2")
print(f"cross section at 50 meV: {cross_section[at50]:.4f} nm^2")
print("fragment current at 50 meV, peak, 63 meV: "
      + ", ".join(f"{d:.4f}" for d in direct))
print(f"pole energy: {pole.real / MEV:.3f} meV")
print(f"pole width: {-2 * pole.imag / MEV:.3f} meV; "
      f"narrow-level formula: {width / MEV:.3f} meV")
print(f"gamma^2/10: pole width {-2 * weak_pole.imag / MEV:.4f} meV, "
      f"formula {weak_width / MEV:.4f} meV")
print(f"Fano q at peak: {fano_q:.3f} (dimensionless)")
print(f"interference zero: formula {e_mev[zero]:.2f} meV, "
      f"curve {e_mev[dip]:.2f} meV")
print(f"strong capture: gap {strong_gap_ev:.2f} eV, "
      f"gamma^2 {strong_gamma2_per_nm:.3f} 1/nm")
print(f"strong capture: peak {e_mev[top_strong]:.2f} meV, "
      f"P {p_strong.max():.4f}, at 50 meV {p_strong[at50]:.4f}")
print(f"strong capture: contrast {contrast_strong:.2f}, q {q_strong:.3f}")
for name, (p_peak, p_end) in removed.items():
    print(f"{name}: no level; P at old peak {p_peak:.5f}, "
          f"at threshold {p_end:.5f}")
print(f"peak with v=0..3: {e_mev[np.argmax(p4)]:.2f} meV, P {p4.max():.4f}")
print(f"peak with dipole +0.02 D: {e_mev[np.argmax(p_dipole)]:.2f} meV")
for radius, position in core_peaks:
    print(f"peak with core radius {radius:.2f} A: {position:.2f} meV")
print(f"rotational constant (rough bond {bond_ang} A): {rotation:.4f} meV")
print(f"typical J at 300 K: {j_typical:.1f}; "
      f"spacing 2B(J+1): {2 * rotation * (j_typical + 1):.2f} meV")
print(f"v=1/v=0 population at 300 K: {np.exp(-quantum_mev / thermal):.4f}")
print("no test failed")
```

It prints:

```
stretch quantum (rough input): 66 meV
dipole (rough input): 1.6 D = 0.6295 au
polarizability (rough input): 7.5 A^3 = 50.61 au
reduced mass (rough input): 13 u
core radius (model): 1.30 A = 2.4566 bohr
anion gap at equilibrium (model): 0.55 eV
anion slope magnitude (model): 2.5 eV/A
gamma^2 (model): 0.055 1/nm = 0.002910 1/bohr
critical dipole: 1.6250 D
Lambda: -0.24293; nu: 0.08408 (dimensionless)
first zero of J_nu: 2.5334 (dimensionless)
sqrt(alpha)/core radius: 2.8959 (dimensionless)
largest binding core radius: 1.4860 A
hard-core binding, diagonalized: 1.213 meV
hard-core binding, shallow formula: 1.151 meV
core 1.38 A: binding 0.02483 meV, formula 0.02472 meV
level with Re M11, below v=1: 6.110 meV
M00 at peak: 0.09259 + 0.00096 i bohr
M01 at peak: 0.03044 + 0.00269 i bohr
M11 at peak: 0.10692 + 0.00753 i bohr
attachment peak energy: 59.78 meV
peak below threshold: 6.22 meV
full width at half maximum of P: 1.56 meV
P at peak: 0.7314; at 50 meV: 0.0309
contrast, peak to 50 meV: 23.65 (dimensionless)
cross section at peak: 1.4645 nm^2
cross section at 50 meV: 0.0740 nm^2
fragment current at 50 meV, peak, 63 meV: 0.0309, 0.7311, 0.0041
pole energy: 59.901 meV
pole width: 1.526 meV; narrow-level formula: 1.566 meV
gamma^2/10: pole width 0.0431 meV, formula 0.0432 meV
Fano q at peak: 11.333 (dimensionless)
interference zero: formula 64.24 meV, curve 64.24 meV
strong capture: gap 0.45 eV, gamma^2 0.040 1/nm
strong capture: peak 58.82 meV, P 0.4390, at 50 meV 0.1758
strong capture: contrast 2.50, q 3.044
polarization only: no level; P at old peak 0.02006, at threshold 0.04054
dipole only: no level; P at old peak 0.00041, at threshold 0.00049
neither: no level; P at old peak 0.00025, at threshold 0.00031
peak with v=0..3: 58.48 meV, P 0.4038
peak with dipole +0.02 D: 59.40 meV
peak with core radius 1.25 A: 48.34 meV
peak with core radius 1.35 A: 64.42 meV
rotational constant (rough bond 2.1 A): 0.0365 meV
typical J at 300 K: 18.8; spacing 2B(J+1): 1.45 meV
v=1/v=0 population at 300 K: 0.0778
no test failed
```
